# Momentum dependence of dipole-dark exciton weights in the dynamic structure factor, part 2

We seek the weights of dipole-dark singlet excitons in the dynamic structure factor $S(\mathbf q,\omega)$ of an insulator at $\mathbf q=\mathbf Q+\mathbf G$, with $\mathbf Q$ in the first Brillouin zone and $\mathbf G$ a reciprocal lattice vector. The crystal has $N$ cells of volume $\Omega$, a closed-shell ground state $|0\rangle$ and no spin-orbit coupling. $S$ is in seconds, weights are dimensionless. The probe couples to $\hat\rho^\dagger_{\mathbf q}=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$.

Excitons are normalized eigenvectors $A^\lambda$, with energies $E_\lambda$, of the Tamm-Dancoff Bethe-Salpeter Hamiltonian $H(\mathbf Q)=h^c(\mathbf k+\mathbf Q)-h^v(\mathbf k)-K^d+2K^x$, with quasiparticle Hamiltonians $h^c$, $h^v$ and static screened interaction $W$. Their weights are $s_\lambda=\frac2N|A^{\lambda\dagger}\rho(\mathbf q)|^2$, where

$$\rho_{vc\mathbf k}(\mathbf q)=\langle c,\mathbf k+\mathbf Q|e^{i\mathbf q\cdot\mathbf r}|v,\mathbf k\rangle .\tag{2}$$

$$K^d_{vc\mathbf k,v'c'\mathbf k'}=\frac1{N\Omega}\sum_{\mathbf p}W(\mathbf p)\langle c,\mathbf k+\mathbf Q|e^{i\mathbf p\cdot\mathbf r}|c',\mathbf k'+\mathbf Q\rangle\langle v'\mathbf k'|e^{-i\mathbf p\cdot\mathbf r}|v\mathbf k\rangle,\tag{6}$$

$$K^x=\frac1{N\Omega}\sum_{\mathbf G}v(\mathbf Q+\mathbf G)\,\rho(\mathbf Q+\mathbf G)\,\rho^\dagger(\mathbf Q+\mathbf G),\qquad v(\mathbf p)=\frac{e^2}{\varepsilon_0p^2}.\tag{7}$$

$\bar H$ is $H$ without the long-range $\mathbf G=0$ term of (7); $\bar s$, $\bar E$, $\bar\chi$ belong to $\bar H$. The density response obeys

$$\chi(\mathbf q,z)=\frac{2}{N\Omega}\,\rho^\dagger(z-H)^{-1}\rho=\frac1\Omega\sum_\lambda\frac{s_\lambda}{z-E_\lambda}\tag{9}$$

$$\chi=\frac{\bar\chi}{1-v\bar\chi}=-\frac1v+\frac1{v\,\epsilon},\qquad \epsilon=1-v\bar\chi .\tag{11}$$

For $\mathbf G=0$, $\mathbf q=q\hat{\mathbf n}$ and Wannier functions $w_{n\mathbf R}$,

$$\rho=\sum_{n}q^n\rho_n,\qquad (\rho_n)_{vc\mathbf k}=\frac{i^n}{n!}\sum_{\mathbf S}e^{-i\mathbf k\cdot\mathbf S}\langle w_{c\mathbf S}|[\hat{\mathbf n}\cdot(\mathbf r-\mathbf S)]^n|w_{v0}\rangle .\tag{13}$$

Here $\rho_0=0$, and $\bar H=H_0+qH_1(\hat{\mathbf n})+O(q^2)$. $P$ projects on a degenerate multiplet of $H_0$ at energy $E$, which a small circle $C$ separates from the other levels $E_\mu$. The states growing out of it have the projector

$$P(q)=P+q\,(PH_1R+RH_1P)+O(q^2),\qquad R=\sum_{\mu\notin P}\frac{|\mu\rangle\langle\mu|}{E-E_\mu}.\tag{14}$$

and summed weight $\bar s=\frac2N|P(q)\rho|^2$. A dark multiplet has $P\rho_1=0$ for all $\hat{\mathbf n}$, and then $\bar s=\bar c\,q^4+O(q^6)$. Restoring long-range exchange must still supply the background dielectric function $\epsilon_b$ in

$$s=\frac{\bar c(\hat{\mathbf n})}{\epsilon_b^2}\,q^4+\dots,\qquad \bar c=\frac2N\,\big|P\rho_2+PH_1R\,\rho_1\big|^2,\tag{3}$$

For a symmorphic crystal with point group $\mathcal P$, whose Wannier functions transform with unitary matrices $\Gamma^c$, $\Gamma^v$,

$$\rho(g\mathbf q)=D(g)\rho(\mathbf q),\qquad [D(g)x]_{v'c',g\mathbf k}=\sum_{vc}\Gamma^c_{c'c}\Gamma^{v\,*}_{v'v}\,x_{vc\mathbf k},\tag{18}$$

and $H(g\mathbf Q)=D(g)H(\mathbf Q)D^\dagger(g)$, likewise for $\bar H$ and $P(\mathbf q)$.

One consequence is exact at any $\mathbf q$. For $g$ in the little group of $\mathbf q=\mathbf Q+\mathbf G$, with $\mathbf Q$ inside the zone, $g\mathbf Q=\mathbf Q$ and $g\mathbf G=\mathbf G$, so $D(g)$ commutes with $H(\mathbf Q)$ and leaves $\rho(\mathbf q)$ invariant. An eigenvector that belongs to any representation of the little group other than the identity is orthogonal to an invariant vector and has no weight. A multiplet with characters $\chi_P(g)$ stays dark along a line if the average of $\chi_P$ over the little group, which counts how often the identity occurs, is zero. The argument uses only the invariance of $\hat\rho^\dagger_{\mathbf q}|0\rangle$ and holds for exact many-body states with a totally symmetric ground state.

The other consequence fixes the power of $q$. Define $\Phi(\mathbf q)=PP(\mathbf q)\rho(\mathbf q)$, a vector in the fixed space of the multiplet. For $x=P(\mathbf q)\rho$ one has $(1-P)x=(P(\mathbf q)-P)x$, which is $O(q)|x|$ by (14), so $|x|^2=|\Phi|^2(1+O(q^2))$ and the leading term of $\bar s$ is that of $(2/N)|\Phi|^2$. $\Phi$ is analytic, $\Phi=\sum_{n\ge1}\Phi_n$ with $\Phi_n$ homogeneous of degree $n$, and (18) gives $\Phi_n(g\mathbf q)=D_P(g)\Phi_n(\mathbf q)$ for each degree separately, $D_P$ being the irreducible representation of the multiplet. The components of a nonzero $\Phi_n$ are then polynomials of degree $n$ that transform among themselves according to $D_P$ or its conjugate. For real characters the number of independent sets of this kind is

$$m_n=\frac1{|\mathcal P|}\sum_g\chi_P(g)\,\chi_n(g),\qquad \sum_n\chi_n(g)\,t^n=\frac1{\det(1-tg)} .\tag{19}$$

The generating function follows by diagonalizing $g$: the monomials in the eigen-coordinates are eigenvectors with eigenvalues $\lambda_1^{a}\lambda_2^{b}\lambda_3^{c}$, and summing three geometric series gives $\prod_j(1-t\lambda_j)^{-1}$. If $n$ is the smallest degree $n\geq1$ with $m_n>0$, then $\bar s=O(q^{2n})$, and the coefficient is nonzero unless the details of the crystal make it vanish.

For the cubic group $O_h$ the polynomials can be listed. Inversion sends a polynomial of degree $n$ to $(-1)^n$ times itself, so odd representations occur at odd degree and even ones at even degree. Degree one is $(x,y,z)$, which is $T_{1u}$, the only bright representation. The six polynomials of degree two are $r^2$ ($A_{1g}$), the pair $x^2-y^2$, $2z^2-x^2-y^2$ ($E_g$) and $(yz,zx,xy)$ ($T_{2g}$); these multiplets have weight $q^4$. The ten of degree three are $xyz$ ($A_{2u}$), the triple $x(y^2-z^2)$ with its cyclic partners ($T_{2u}$), and two $T_{1u}$ triples, $x^3$ and $xr^2$ with partners; $A_{2u}$ and $T_{2u}$ have weight $q^6$. The representation $T_{1g}$, that of an axial vector, would need an antisymmetric second-rank tensor at degree two, and (13) has none. It first occurs at degree four, as $yz(y^2-z^2)$ with partners. Under the fourfold rotation $y\to z$, $z\to-y$ both factors change sign and the product is invariant, as for the $x$ component of an axial vector. Its weight is $q^8$: an exciton of magnetic-dipole symmetry is reached by the density only through a hexadecapole.

Each of $A_{1g}$, $E_g$, $T_{2g}$ occurs once at degree two, so $\Phi_2$ is fixed up to one number. $P\rho_2$ and $PH_1R\rho_1$ are separately covariant quadratic functions of $\hat{\mathbf n}$, so they are proportional to each other, and the angular dependence of $\bar c$ is the squared norm of the polynomial set. For $A_{1g}$ it is constant. For $E_g$ the set is the traceless diagonal part of $n_in_j$, with squared norm $\sum_i(n_i^2-\tfrac13)^2=\sum_in_i^4-\tfrac23+\tfrac13=\sum_in_i^4-\tfrac13$, which vanishes along $[111]$. For $T_{2g}$ it is $\sum_{i<j}n_i^2n_j^2=\tfrac12(1-\sum_in_i^4)$, by squaring $\sum n_i^2=1$, and it vanishes along $[100]$.

The long-range exchange is restored with (11). By (9) the true weight inside the circle $C$ is $s=\Omega\oint_C\chi\,dz/2\pi i$, and the constant $-1/v$ does not contribute. Separate the dark multiplet from the rest,

$$\epsilon(z)=\epsilon_b(z,\mathbf q)-v\bar\chi_P(z),\qquad \bar\chi_P=\frac1\Omega\sum_{i\in P}\frac{\bar s_i}{z-\bar E_i},$$

where $\epsilon_b$ collects all other states. As $q\to0$ only dipole terms survive in it, since $vq^2=e^2/\varepsilon_0$:

$$\epsilon_b(z)=1-\frac{2e^2}{\varepsilon_0N\Omega}\sum_{\mu\notin P}\frac{|\langle\mu|\rho_1\rangle|^2}{z-E_\mu}.\tag{20}$$

On $C$, whose radius is fixed, $v\bar\chi_P=O(q^{2n-2})$ is small for $n\ge2$, and $1/\epsilon=1/\epsilon_b+v\bar\chi_P/\epsilon_b^2+O\big((v\bar\chi_P)^2\big)$. If $\epsilon_b$ has no zero inside $C$, the first term is analytic and integrates to zero. The second has simple poles at the $\bar E_i$, and the third contributes $O(v\bar s^2)$, smaller by a relative factor $q^{2n-2}$. Therefore

$$s=\sum_{i\in P}\frac{\bar s_i}{\epsilon_b(\bar E_i,\mathbf q)^2}+O(v\bar s^2)\;\to\;\frac{\bar s}{\epsilon_b(E)^2},\tag{21}$$

which completes (3). The power of $q$ is unchanged, and the factor is the square of the screening of the probe's longitudinal field by the bright excitons. For a nondegenerate state the new pole is the zero of $\epsilon$, $\epsilon_b=v\bar s/[\Omega(z-\bar E)]$, so the level moves by

$$\delta E=\frac{v\bar s}{\Omega\,\epsilon_b}=\frac{e^2\,\bar c\,q^2}{\varepsilon_0\Omega\,\epsilon_b}\quad(n=2),\tag{22}$$

a correction to the curvature of the exciton band along $\hat{\mathbf n}$. For an $A_{1g}$ level in a cubic crystal it is the same in all directions. This is the only nondegenerate case with $n=2$ in a cubic crystal, since $r^2$ is the only quadratic form such a level can carry. In lower symmetry (22) is in general nonanalytic at $\mathbf q=0$, because $\bar c\,q^2$ is a quartic form in $\mathbf q$ divided by $q^2$; in a cubic crystal the same happens to the summed shift of an $E_g$ or $T_{2g}$ multiplet, which is (22) with the summed $\bar c$ and follows its angular law. The sum in (20) is a quadratic form in $\hat{\mathbf n}$; in a cubic crystal it is isotropic, while in lower symmetry $\epsilon_b$ can depend on direction and then modifies the angular laws. Zeros of $\epsilon_b$ are the longitudinal exciton energies, and (21) fails when the dark level coincides with one. It also fails for $n=1$, where $v\bar\chi_P$ is of order one and the longitudinal state shifts by a finite amount. Equation (20) holds only resonant terms, so it is the background of the Tamm-Dancoff problem and not the full dielectric function.

For $\mathbf G\ne0$ the orthogonality that removed the leading term of (13) no longer acts, since $\rho(\mathbf G)$ is a matrix element of $e^{i\mathbf G\cdot\mathbf r}$ and not of unity. As $\mathbf Q=Q\hat{\mathbf n}\to0$ the full Hamiltonian tends to $H_0+(2e^2/\varepsilon_0N\Omega)\rho_1\rho_1^\dagger$. For a dark multiplet $P\rho_1=0$, so $P$ remains an eigenspace of this limit with the same energy, isolated when $\epsilon_b(E)\neq0$, and

$$s(\mathbf Q+\mathbf G)\to\frac2N\,|P\rho(\mathbf G)|^2 ,\tag{23}$$

with no screening factor and no dependence on $\hat{\mathbf n}$. It is nonzero when the multiplet contains the identity of the little group of $\mathbf G$, barring accidents. Corrections can be linear in $Q$, because inversion relates $\mathbf G+\mathbf Q$ to $-\mathbf G-\mathbf Q$ and not to $\mathbf G-\mathbf Q$.

A simple-cubic model with round parameters tests the formulas on a finite matrix problem. It is not meant to give the size of exciton weights in a real crystal. The lattice constant is $a=0.4$ nm, so $\Omega=0.0640$ nm³ and $G_0=2\pi/a=15.708$ nm⁻¹, and $e^2/\varepsilon_0$ expressed as an energy times a length is $18.0951$ eV nm. The orbitals are Bloch states of the potential $-V_0\sum_i\cos G_0x_i$ with $V_0=15$ eV, which are products of one-dimensional states $\sum_jc^{(n)}_j(k)e^{i(k+jG_0)x}$ with real coefficients, found by diagonalizing the plane-wave Hamiltonian for $|j|\le10$. The signs are fixed by $\sum_jc^{(0)}_j>0$ and $\sum_j(k+jG_0)c^{(1)}_j>0$, which makes the Wannier function of band 0 even and that of band 1 odd. The valence band is the product of three band-0 states and is $s$-like. The three conduction states $\alpha=x,y,z$ have band 1 along axis $\alpha$ and band 0 along the others and are $p$-like. The quasiparticle energies are a separate tight-binding model in this basis,

$$h^v=2t_v\sum_i\cos k_ia,\qquad h^c_{\alpha\alpha}=\Delta-2t_\sigma\cos k_\alpha a-2t_\pi\sum_{i\ne\alpha}\cos k_ia,\qquad h^c_{\alpha\beta}=4t'\sin k_\alpha a\,\sin k_\beta a,$$

with $\Delta=10$, $t_v=0.1$, $t_\sigma=0.4$, $t_\pi=0.15$ and $t'=0.1$ eV. The lowest vertical transition on the mesh is the one at $\mathbf k=0$, $10-0.8-0.6-0.6=8.0$ eV. The screened interaction is $W(\mathbf p)=e^2/[\varepsilon_0\varepsilon_r(p^2+\kappa^2)]$ with $\varepsilon_r=3$ and $\kappa=1$ nm⁻¹. The zone is sampled by $5^3$ points centred at $\mathbf k=0$, so $N=125$ and the matrices have dimension 375; the momentum sums in (6) and (7) keep components $|p_i|<4.5\,G_0$. The mesh is part of the model and is not converged. In particular the $\mathbf p=0$ term of (6) is the unit matrix times $18.0951/(3\times1\times125\times0.0640)=0.754$ eV, a rigid downward shift that shrinks as $1/N$, so distances below 8.0 eV are not binding energies. The dark levels below have not been shown to become bound excitons on a dense mesh; the lowest $A_{1g}$ level lies at 8.09 eV on $7^3$ and $9^3$ points, above the lowest transition. Their coefficients change by large factors with the mesh and with the choice of attaching $\mathbf Q$ to the electron, as here, or to the hole: for $A_{1g}$ the $q^4$ coefficient in (3) is $1.8\times10^{-4}$, $2.1\times10^{-5}$ and $1.3\times10^{-5}$ nm⁴ on $5^3$, $7^3$ and $9^3$ points, and $9.7\times10^{-6}$ nm⁴ on $5^3$ points with $\mathbf Q$ on the hole. What the model tests is the agreement between formula and diagonalization, together with the exponents and selection rules, which depend only on symmetry and on the isolation of the multiplets.

For product orbitals (2) factorizes at $\mathbf G=0$ into $f^{(1)}(k_\alpha,q_\alpha)\prod_{i\ne\alpha}f^{(0)}(k_i,q_i)$ with $f^{(n)}(k,q)=\sum_jc^{(n)}_j(k+q)c^{(0)}_j(k)$. Write $f^{(1)}=\alpha_1q+\alpha_2q^2+\dots$. The term of $f^{(0)}$ linear in $q$ is $\sum_jc^{(0)}_j\partial_kc^{(0)}_j=\tfrac12\partial_k(1)=0$, so

$$(\rho_1)_{\alpha\mathbf k}=\alpha_1(k_\alpha)\,n_\alpha,\qquad(\rho_2)_{\alpha\mathbf k}=\alpha_2(k_\alpha)\,n_\alpha^2 .$$

The coefficients come from the one-dimensional form of (13), with Wannier functions built from 41 $k$-points, integrated on 32 points per cell and summed over 18 cells on each side. At $ka=2\pi/5$ they are $\alpha_1=0.0506$ nm and $\alpha_2=5.50\times10^{-4}$ nm². Since $\rho_2$ contains no product $n_in_j$ with $i\ne j$, its projection on $T_{2g}$ must vanish; the computed norm, $6\times10^{-18}$ nm², is rounding noise. In this model and basis the $T_{2g}$ amplitude is pure mixing.

The multiplets of $H_0$ are labelled by the characters of the 48 matrices $D(g)$. At finite $q$ the full $H$ is diagonalized, the states with the largest overlap with each $\mathbf Q=0$ multiplet are taken as its continuation, and the exponent is $\log_2[s(q_2)/s(q_1)]$ for $q_1=0.005$ and $q_2=0.010$ nm⁻¹ along $[123]$, a direction with trivial little group. For the lowest multiplet of seven of the ten symmetries ($E_u$, $A_{2g}$ and $A_{1u}$ are left out) the energies and exponents are 7.230 eV and 2.000 for $T_{1u}$, 7.923 eV and 3.997 for $A_{1g}$, 7.756 eV and 4.000 for $E_g$, 7.576 eV and 3.998 for $T_{2g}$, 7.954 eV and 5.990 for $A_{2u}$, 7.625 eV and 6.000 for $T_{2u}$, and 7.560 eV and 7.999 for $T_{1g}$. If $s\propto q^{2n}(1+bq^2)$, the exponent is $2n+3bq_1^2/\ln2$ to first order. The largest departure, $-0.010$ for $A_{2u}$, means $bq_1^2\approx-0.0023$, or $|b|^{-1/2}\approx0.1$ nm⁻¹, which is the scale on which the leading power stops being adequate for that multiplet. Among the directions $[100]$, $[110]$, $[111]$ the little-group average of the characters forbids $E_g$ along $[111]$, $T_{2g}$ along $[100]$, $A_{2u}$ along $[100]$ and $[110]$, $T_{2u}$ along $[100]$ and $[111]$, and $T_{1g}$ along all three, as the zeros of the listed polynomials also show.

The coefficient (3) needs $H_1$, obtained by a central difference of $\bar H$ with step $qa=10^{-4}$ along each axis, and the eigenvectors of $H_0$. The norms quoted include the factor $\sqrt{2/N}$. For $A_{1g}$ the second-moment part is $1.0226\times10^{-4}$ nm² and the mixing part $2.1088\times10^{-2}$ nm². All matrices of the model are real, so the two proportional vectors are parallel or antiparallel; here they add, and $\bar c=(2.1190\times10^{-2})^2=4.490\times10^{-4}$ nm⁴. With $\epsilon_b=1.5971$ from (20), $c=\bar c/\epsilon_b^2=4.490\times10^{-4}/2.5507=1.760\times10^{-4}$ nm⁴, or $1.760\times10^{-40}$ m⁴, in every direction. For $E_g$ along $[123]$ the parts are $1.4243\times10^{-4}$ and $7.9368\times10^{-3}$ nm² and they subtract, $\bar c=(7.794\times10^{-3})^2=6.075\times10^{-5}$ nm⁴; with $\epsilon_b=1.7331$, $c=2.023\times10^{-5}$ nm⁴. Along $[123]$, $\sum n_i^4=(1+16+81)/196=\tfrac12$, so the $E_g$ angular factor is $\tfrac16$ and $c=1.214\times10^{-4}\,(\sum n_i^4-\tfrac13)$ nm⁴, or $1.214\times10^{-40}$ m⁴ times the same factor. For $T_{2g}$, $\bar c=(3.1667\times10^{-2})^2=1.003\times10^{-3}$ nm⁴ and $\epsilon_b=2.7953$ give $c=1.283\times10^{-4}$ nm⁴; the angular factor is $\tfrac14$, and $c=5.133\times10^{-4}\sum_{i<j}n_i^2n_j^2$ nm⁴, or $5.133\times10^{-40}$ m⁴ times that factor. The limit of $s/q^4$ can also be taken from diagonalization, removing the $q^2$ correction through $[4s(q_1)/q_1^4-s(q_2)/q_2^4]/3$. Along $[123]$ this gives $4.490\times10^{-4}$, $6.075\times10^{-5}$ and $1.003\times10^{-3}$ nm⁴ for $\bar H$, and $1.760\times10^{-4}$, $2.023\times10^{-5}$ and $1.283\times10^{-4}$ nm⁴ for $H$.

The mixing part exceeds the band second moment by factors of about 206 for $A_{1g}$ and 56 for $E_g$. In this basis an estimate from $P\rho_2$ alone would make $\bar c$ too small by factors of about $4\times10^4$ for $A_{1g}$ and $3\times10^3$ for $E_g$ and would give zero for $T_{2g}$. These ratios belong to the matrix problem on this mesh with $\mathbf Q$ on the electron (with $\mathbf Q$ on the hole the amplitude ratios are about 28 and 9, and on $7^3$ points the $E_g$ ratio is then 0.7), but they show that the mixing term in (3) cannot be dropped without computing it. The background also varies strongly. Equation (20) increases with energy between its poles, since its derivative is a sum of positive terms, yet it falls from 2.80 at 7.576 eV to 1.73 at 7.756 eV and 1.60 at 7.923 eV. At least one bright level of $H_0$ therefore lies in each of the two intervals. Long-range exchange reduces the three weights by $\epsilon_b^2=2.55$, $3.00$ and $7.81$ for $A_{1g}$, $E_g$ and $T_{2g}$. For the nondegenerate $A_{1g}$ level (22) gives $\delta E/q^2=18.0951\times4.4903\times10^{-4}/(0.0640\times1.5971)=7.949\times10^{-2}$ eV nm². The difference of the eigenvalues of $H$ and $\bar H$ at $q_1$ gives $7.945\times10^{-2}$ eV nm², lower by 0.06% of the limiting value.

At a larger momentum, take $E_g$ along $[100]$, where the angular factor is $\tfrac23$, four times that along $[123]$, so both amplitudes double, to $2.8486\times10^{-4}$ and $1.5874\times10^{-2}$ nm². Their difference is $1.5589\times10^{-2}$ nm², and $c=(1.5589\times10^{-2})^2/1.7331^2=8.091\times10^{-5}$ nm⁴, or $8.091\times10^{-41}$ m⁴. At $q=0.125$ nm⁻¹, $q^4=2.4414\times10^{-4}$ nm⁻⁴ and $cq^4=1.975\times10^{-8}$. Diagonalization gives $1.864\times10^{-8}$, lower by 5.6% of the leading term, which is the sum of the terms of order $q^6$ and beyond. The smaller of the two squared overlaps with the $\mathbf Q=0$ multiplet has fallen to 0.969, a direct measure of the admixture $q^2|RH_1P|^2$ and its counterpart from long-range exchange that the expansion treats as small. The total weight per cell at this $\mathbf q$, $(2/N)\rho^\dagger\rho$, is $8.484\times10^{-5}$, so the $E_g$ line carries $1.864\times10^{-8}/8.484\times10^{-5}=2.20\times10^{-4}$ of it. The total grows as $q^2$, so this fraction grows as $q^2$ while the leading terms hold.

At $\mathbf G=(1,0,0)G_0$ the little group is $C_{4v}$, whose identity representation is contained in $T_{1u}$, $A_{1g}$ and $E_g$ and not in $T_{2g}$, $A_{2u}$, $T_{2u}$ or $T_{1g}$. Equation (23) gives $1.154\times10^{-4}$ for $A_{1g}$ and $8.877\times10^{-4}$ for $E_g$, while the four forbidden multiplets come out at about $10^{-29}$ or below, which is rounding noise. Diagonalizing the full $H$ at $Qa=2\times10^{-5}$ along $[123]$ gives $1.154\times10^{-4}$ and $8.878\times10^{-4}$, with no trace of the factors 2.55 and 3.00 that act at $\mathbf G=0$. The same projection for the lowest $T_{1u}$ multiplet of $H_0$ is $7.853\times10^{-3}$; this number leaves out the long-range term, which for a bright multiplet changes the longitudinal member by a finite amount that depends on the direction of $\mathbf Q$. For $\mathbf Q$ along $[010]$ the longitudinal member is odd under $y\to-y$ and has no weight at this $\mathbf G$, so the number is then the weight of the lowest bright line, at 7.230 eV, and the $E_g$ line has $8.877\times10^{-4}/7.853\times10^{-3}=0.11$ of it. In this model the $E_g$ weight is about $5\times10^4$ times larger than at $q=0.125$ nm⁻¹ in the first zone.
